Normal-incidence transmission through an electrostatic barrier in one valley of graphene, part 2

Electrons in monolayer graphene meet a barrier V(x), the same on both sublattices and independent of y. We ask how far the lattice and a real device depart from the one-valley Dirac result. Formulas use ħ = 1 unless ħ is written; numerically, v stands for ħv = 0.6582 eV nm (v = 10⁶ m/s).

Near one valley (band-crossing point),

H = vσ_x p_x + V + vk_yσ_y + mσ_z,

where the Pauli matrices act on the sublattice components, k_y is the transverse momentum measured from the valley point, and mσ_z opens a gap 2m. R and T are the reflection and transmission probabilities. At k_y = m = 0, σ_x is conserved, so R = 0, T = 1.

Otherwise k_y and m act only through q = √[k_y² + (m/v)²]. With φ′ = (E − V)/v, the right-mover ψ₊ and left-mover ψ₋ obey part (e)'s equations

ψ₊′ = iφ′ψ₊ + qψ₋,
ψ₋′ = −iφ′ψ₋ + qψ₊.

For small q, R = q²|J|², where J is the integral of exp(2iφ) over the whole line, with end terms from the leads because q persists there. A point where V = E contributes magnitude √(πv/F) to J, with F = |V′| there.

The example is

V(x) = (V₀/2){tanh[(x + L/2)/w] − tanh[(x − L/2)/w]}

with V₀ = 0.30 eV, L = 150 nm, w = 10 nm and E = 0.10 eV. Here |J| = 13.8 nm (13.75 nm more precisely), and F = 0.0133 eV/nm at x = −78.5 nm. At 300 K, kT = 0.0259 eV.

In the lattice model, electrons hop between nearest neighbours at distance a = 0.142 nm with matrix element −t, and each atom has the potential V at its own position. The relation v = 3ta/2, derived below, gives t = 3.09 eV. The barrier normal lies along a zigzag row or along a bond.

In the final numerical list, "phase of t" instead means the phase of the transmitted amplitude t = exp[−(i/v)∫V dx]. The "irregular profile" there has a bump, a dip and leads at 0 and 0.30 eV.

**(f) Let the barrier normal lie along the zigzag direction. Does the lattice reflect, and how does the reflection depend on the smoothness of the edge?**

Solution. The atoms lie in columns x_n = nd with d = √3a/2 = 0.123 nm. An atom of one sublattice has one neighbour in its own column and one in each adjacent column. Both valleys have zero transverse crystal momentum, so the amplitudes α_n and β_n on the two sublattices do not vary along the column:

−t(β_{n−1} + β_n + β_{n+1}) + V_nα_n = Eα_n,
−t(α_{n−1} + α_n + α_{n+1}) + V_nβ_n = Eβ_n.

Both atoms of a column have the same potential V_n. The equations are unchanged when α and β are exchanged, so the combinations ψ_n = α_n + sβ_n with s = ±1 separate:

−st(ψ_{n−1} + ψ_n + ψ_{n+1}) + V_nψ_n = Eψ_n.

In a lead with V = 0, the wave exp(iθn) has E = −st(1 + 2 cos θ). This vanishes at θ = 2π/3 and θ = −2π/3, which are the two valleys. Put θ = 2π/3 + pd with small p. Since cos θ ≈ −1/2 − (√3/2)pd,

E ≈ s√3td p = s(3ta/2)p.

This is the eigenvalue of vσ_x p with v = 3ta/2, as used in the first half. In the other valley the same expansion gives −svp.

For a given s, one valley thus supplies the right-mover and the other supplies the left-mover. The exchange symmetry is a property of the lattice itself, so reflection within a valley remains absent in this orientation, even for an abrupt step. What remains is reflection into the other valley.

Its size follows from first-order scattering on the chain. Take s = +1 and a right-mover θ near 2π/3. The outgoing response to a unit source at site zero has the form g exp(iθ|n|). Inserting it at n = 0 gives

g[E + t + 2t exp(iθ)] = 1.

With E = −t(1 + 2 cos θ), the bracket equals 2it sin θ. Since v = 2td sin θ, this means g = d/(iv). Each site scatters the incident wave with strength V_n, and the sum of the waves returning to the left is

r = (d/iv) Σ_n V_n exp(2iθn).

At θ = 2π/3 the phase 4πn/3 is equivalent to −2πn/3. The relevant wavevector is therefore

Q = 2π/(3d) = 17.0 nm⁻¹.

The small shift of θ with E − V is neglected in this estimate; the corresponding wavevectors are at most 0.30 nm⁻¹.

Consider one edge, V = (V₀/2)[1 + tanh(x/w)]. If w is not small compared with d, the sum times d may be replaced by an integral. One integration by parts turns V into V′/(iQ), with V′ = (V₀/2w)sech²(x/w). To find the Fourier integral of V′, shift the path of integration from the real axis to the line x − iπw. There sech²(x/w) is unchanged and exp(−iQx) gains the factor exp(−πQw). Between the two lines lies one double pole, at x = −iπw/2, near which sech²(x/w) ≈ −w²/(x + iπw/2)². The residue theorem then gives [1 − exp(−πQw)]∫V′ exp(−iQx)dx = πV₀Qw exp(−πQw/2), or

∫V′ exp(−iQx)dx = V₀u/sinh u, u = πQw/2.

Therefore

R ≈ [V₀/(vQ)]²(u/sinh u)².

For w = 0.2 nm, u = 5.35 and V₀/(vQ) = 0.0268, which gives R ≈ 1.8 × 10⁻⁶. The direct solution of the chain gives 1.7 × 10⁻⁶ for s = +1. For s = −1, a wave incoming in the other valley, the neglected shift of θ has the opposite sign and the chain gives 2.1 × 10⁻⁶. For u ≫ 1 the estimate falls as u²exp(−2u). At w = 1 nm it is 1.2 × 10⁻²³, while the chain gives 0.9 × 10⁻²³ for s = +1 and 2.3 × 10⁻²³ for s = −1. For wider edges the shift of θ makes the actual fall somewhat slower than the estimate, though still exponential. At w = 4 nm, where the estimate is 4 × 10⁻⁹², the chain exceeds it by a factor of 1.4 for s = +1 and about 70 for s = −1. For w = 10 nm the reflection lies far below the rounding error of the recursion, which is about 10⁻³⁰ in R, and it is negligible beside every other effect considered here.

For an abrupt edge the sum must be kept. A half-infinite sum of exp(−2πin/3) has magnitude 1/[2 sin(π/3)] = 1/√3, again with weak damping at large distance. Thus

R ≈ [V₀d/(√3v)]² = [0.3 × 0.123/(1.732 × 0.6582)]² = 1.0 × 10⁻³,

in agreement with the chain results 1.0 × 10⁻³ for s = +1 and 1.1 × 10⁻³ for s = −1. Smoothness on the scale of the lattice is thus what makes the one-valley description accurate in this orientation. The estimate assumes a barrier that is uniform along y; atomic-scale defects are a separate source of intervalley scattering.

**(g) Now let the barrier normal lie along a bond. Find the leading reflection for a smooth edge.**

Solution. In this orientation the valleys have different transverse crystal momenta, K_y = ±4π/(3√3a). A barrier uniform along y conserves this momentum and cannot connect them. Normal incidence here refers to the wavevector measured from the valley point. The group velocity is tilted from the normal by about 1° at the lead wavevector of the example, because the lattice bands are not exactly isotropic. Normal incidence in one valley then means that the transverse momentum equals that valley's K_y.

From an atom of the first sublattice, one bond leads a distance a along x. The other two lead to −a/2 along x and ±√3a/2 along y. At K_y the last two combine with the factor 2 cos(K_y√3a/2) = 2 cos(2π/3) = −1. The layers of atoms therefore form a chain with hopping elements −t and +t in turn. Changing the sign of suitable amplitudes makes all of them −t without changing any probability:

−t(ψ_{j+1} + ψ_{j−1}) + V(x_j)ψ_j = Eψ_j.

The hopping is uniform, but the positions x_j are not: the gaps are a, a/2, a, a/2 and so on. Compare them with evenly spaced positions X_j = jc, where c = 3a/4. Up to a common shift, the atoms of one sublattice lie at X_j − a/8 and those of the other at X_j + a/8, since then the gaps are c + a/4 = a and c − a/4 = a/2. For a potential that is smooth over a bond length,

V(x_j) ≈ V(X_j) − (−1)^j(a/8)V′(X_j).

The second term alternates between the sublattices. To see its effect, write ψ_j in terms of two slowly varying functions:

ψ_j = i^j ψ₊(X_j) + (−i)^j ψ₋(X_j).

For the first part, the hopping terms give

−t[iψ₊(X + c) − iψ₊(X − c)] ≈ −2itcψ₊′ = −ivψ₊′,

because 2tc = 3ta/2 = v. For the second part they give +ivψ₋′. The factor (−1)^j turns i^j into (−i)^j, so the alternating term couples the two functions. With M(x) = −(a/8)V′(x),

−ivψ₊′ + Vψ₊ + Mψ₋ = Eψ₊,
ivψ₋′ + Vψ₋ + Mψ₊ = Eψ₋.

This is the Dirac equation with a position-dependent mass that exists where the barrier has a slope. The second equation gives

ψ₋′ = −iφ′ψ₋ + i(M/v)ψ₊,

which is the equation of part (e) with q replaced by iM/v. Since M vanishes in the leads, no end terms arise, and to first order

R ≈ |(a/8v)∫V′ exp(2iφ)dx|².

For one edge with w = 10 nm, both this integral and the direct solution of the chain give 1.9 × 10⁻⁵. The test required agreement within 3 per cent of the integral.

Two limits show the dependence on the edge. If the edge is long enough for the point V = E to dominate the integral, the result of part (e) for such a point gives

R ≈ (aF/8v)²(πv/F) = πa²F/(64v).

With F = 0.0133 eV/nm this is 2.0 × 10⁻⁵. Since F is proportional to 1/w at fixed V₀ and E, the reflection falls as 1/w in this limit and not exponentially. If the edge is short compared with v/V₀ but still smooth over a bond, the phase factor hardly varies across it and the integral of V′ is V₀. Then

R ≈ [aV₀/(8v)]² = 6.5 × 10⁻⁵.

The chain gives 6.5 to 6.6 × 10⁻⁵ at w = 0.2 nm, depending on the position of the edge relative to the atoms, and 6.2 × 10⁻⁵ at w = 1 nm. For an abrupt edge it gives 5.9 × 10⁻⁴.

A barrier has two such edges, and their first-order amplitudes add with a relative phase. For the symmetric barrier of the example, R is then at most four times the one-edge value, or 8 × 10⁻⁵. Perfect transmission is thus a theorem of the Dirac Hamiltonian, and in this orientation a very good approximation on the lattice.

**(h) Apply the results to a gated channel at 300 K with the parameters of part (c). How large are the effects that the ideal result omits?**

Solution. The wavevector in the leads is

k_F = 0.10/0.6582 = 0.1519 nm⁻¹.

Two spins and two valleys give four states per allowed momentum, so the density at low temperature is 4 × πk_F²/(2π)² = k_F²/π. This is 7.35 × 10¹¹ cm⁻²; at 300 K and the same Fermi level the net density is about a fifth larger. At the barrier centre the wavevector is (0.10 − 0.30)/0.6582 = −0.304 nm⁻¹, and the same formula gives 2.94 × 10¹² holes per cm².

Oblique incidence. The transmission at the Fermi energy is 0.999 at 1°, 0.962 at 5°, 0.800 at 10° and 0.244 at 20°. For 5°, the small-q law gives a loss of (0.1519 × sin 5°)² × 13.75² = 0.033, compared with the integrated loss of 0.038; higher orders in q already matter there.

A wide contact supplies all angles. Its modes are evenly spaced in k_y, so the average must be uniform in the sine of the angle. The result is 0.32. At the Fermi energy the barrier therefore passes about one third of the current that would flow without it (this average over angles was not extended over the thermal window), although the wave at normal incidence passes completely. This barrier reduces the current but does not switch it off.

Gap. Suppose that a substrate distinguishes the sublattices and opens a gap of 10 meV, so that m = 5 meV. At normal incidence q = 0.005/0.6582 = 0.0076 nm⁻¹, and the small-q law gives R = 0.0076² × 13.75² = 0.011. The full integration gives 0.0115.

Temperature. In the gapless model T = 1 at each energy, so thermal averaging changes nothing at normal incidence. It matters once q is not zero. Averaged with the thermal weight −∂f/∂E, where f is the Fermi function, and normalized over a window of ±3kT, the reflection caused by the gap rises from 0.0115 to 0.020. Here q is fixed, so the change comes from the energy dependence of the interference and of the edge contributions. If the interference term averaged to zero and each edge contributed πv/F = 155 nm² to |J|², the result would be 0.0076² × 310 = 0.018, close to the computed value. At a fixed angle of 5°, the average reflection over the same window is 0.057, compared with 0.038 at the Fermi energy. The window leaves out the energies next to the gap, where the gap reflects strongly, and those near the top of the barrier, where oblique waves are strongly reflected. Both numbers are therefore somewhat below the averages over all propagating states.

Disorder and phonons. Write the conductivity in two ways, as neμ with mobility μ, and as (2e²/h)k_Fℓ with mean free path ℓ. With n = k_F²/π, equating them gives

ℓ = ħk_Fμ/e.

For μ = 50 000 cm²/Vs, ℓ = 500 nm. The chance of a scattering event over the barrier width is then about 1 − exp(−150/500) = 0.26. This is an estimate of scale, because it uses the lead density throughout and a mean free path defined by momentum loss. Even so, it exceeds the gap and lattice corrections at normal incidence by a wide margin.

Gate field. If a single gate supplies the hole density at the barrier centre through an insulator of relative permittivity 3.5, the field in the insulator is en/(ε₀ε_r) = 1.5 MV/cm. The in-plane field in the graphene where V = E is 0.13 MV/cm. The interband passage that this field drives is already contained in the Dirac equation.

Comparison with real channels. The velocity, the densities and edges some 20 nm wide (here 22 nm between the 10 and 90 per cent levels) are in the range of gated graphene devices. The insulator field is below the breakdown field of good thin insulators, which is roughly several MV/cm. The mobility is a rough value for clean graphene encapsulated in boron nitride and is high for graphene lying on an oxide. With 10 000 cm²/Vs instead, and everything else held fixed, ℓ falls to 100 nm and the estimated scattering chance rises to 1 − exp(−1.5) = 0.78. The assumption of collision-free passage is then the first to fail. The potential here is also prescribed, whereas in a device it follows from the gate voltages and the screening charge; its shape affects oblique transmission but not the normal-incidence result of the Dirac model. The computed values are collected in the numerical output below.

Calculated quantities

```
velocity: 1.00e+06 m/s = 0.4571 atomic units
hbar*v: 0.6582 eV nm
Fermi energy: 0.10 eV; barrier height: 0.30 eV
barrier width: 150 nm; edge parameter: 10 nm
10-90 percent edge width: 22.0 nm
wavevector in leads: 0.1519 1/nm; at barrier centre: -0.3039 1/nm
carrier density in leads: 7.35e+11 cm^-2
hole density at barrier centre: 2.94e+12 cm^-2
left point where V = E: -78.47 nm
in-plane field at that point: 0.133 MV/cm
normal incidence, T at Fermi energy: 1.0000000
largest |T-1| over +-3 kT (integration error): 9.9e-08
largest |T-1|, edge parameter 1 nm: 1.2e-07
largest |T-1|, irregular profile: 3.1e-07
control, irregular profile with 0.02 eV mass: R = 0.0965
integral of V: 45.000 eV nm; phase -integral/hv: -68.367 rad
phase of t, principal value, integrated: 0.7480 rad
same from the formula: 0.7480 rad
|J|: 13.754 nm
R at 0.5 degree, integrated: 3.3301e-04; from q^2|J|^2: 3.3250e-04
T at 1 degrees: 0.9987
T at 5 degrees: 0.9618
T at 10 degrees: 0.7996
T at 20 degrees: 0.2441
flux-averaged T over all angles: 0.32
gap: 10 meV; normal-incidence R: 0.0115
temperature: 300 K; kT: 0.0259 eV
thermal mean R (+-3 kT window), 5 degrees: 0.0570
thermal mean R (+-3 kT window), with gap: 0.0203
bond length: 0.142 nm; lattice hopping: 3.090 eV
one lattice edge, abrupt: R zigzag normal 1.0e-03, bond normal 5.89e-04
one lattice edge, 0.2 nm: R zigzag normal 1.7e-06, bond normal 6.56e-05
one lattice edge, 1.0 nm: R zigzag normal 8.7e-24, bond normal 6.21e-05
one lattice edge, 10.0 nm: R zigzag normal 2.4e-30, bond normal 1.91e-05
zigzag values below 1e-18 are at rounding level
bond normal, 10 nm edge, R from sublattice mass: 1.91e-05
mobility: 50000 cm^2/Vs; mean free path: 500 nm
scattering chance over barrier width: 0.26
insulator relative permittivity: 3.5; gate field: 1.52 MV/cm
```
